Ensemble variational principle and state averaging in CASSCF, part 2

This problem treats the ensemble variational principle and state-averaged (SA) CASSCF. Algebra is in atomic units, numbers in eV and angstrom; a program tests the formulas and supplies the numbers.

H is the Hamiltonian and E_1 ≤ E_2 ≤ … are its lowest eigenvalues, here the full configuration interaction (FCI) levels. For orthonormal ψ_k and weights w_1 ≥ … ≥ w_M ≥ 0, let S_m = Σ_{k≤m} ⟨ψ_k|H|ψ_k⟩, E_w = Σ_k w_k ⟨ψ_k|H|ψ_k⟩, d_m = w_m − w_{m+1} and w_{M+1} = 0. The Gross-Oliveira-Kohn (GOK) principle is

E_w − Σ_k w_k E_k = Σ_{m=1}^{M} d_m (S_m − Σ_{j≤m} E_j) ≥ 0.   (2)

By part (c), if w_k < w_{k+1}, exchanging the exact eigenstates Ψ_k and Ψ_{k+1} changes the ensemble energy by −(w_{k+1} − w_k)(E_{k+1} − E_k).

In CASSCF, ψ_k = Σ_a Φ_a(κ) C_ak, with configurations Φ_a of a complete active space (CAS) and orbital rotation parameters κ. E_SA is E_w with Σ_k w_k = 1. The matrix H(κ) of H between the Φ_a has eigenvalues ε_1 ≤ ε_2 ≤ …, and ε_k ≥ E_k^FCI. With c_k the columns of C and ρ = Σ_k w_k c_kc_k†, the orbital gradient at fixed C is

g_tp = ∂E_SA/∂κ_tp = 2(F_pt − F_tp).   (3)

Here F is built from the integrals and averaged densities and is linear in ρ.

For real states let ρ_11 = c_1c_1ᵀ, ρ_22 = c_2c_2ᵀ and X = c_1c_2ᵀ + c_2c_1ᵀ. A quantity A linear in ρ has values A_11, A_22 and A_12 on ρ_11, ρ_22 and X/2. The rotation ψ_1′ = cosθ ψ_1 + sinθ ψ_2, ψ_2′ = −sinθ ψ_1 + cosθ ψ_2 gives, with h_kl = ⟨ψ_k|H|ψ_l⟩,

ΔA = (w_1 − w_2)[(A_22 − A_11) sin²θ + A_12 sin2θ].   (4)

ΔE_SA = (w_1 − w_2)[(h_22 − h_11) sin²θ + h_12 sin2θ].   (5)

(g) Evaluate these results for H2O in the STO-3G basis with r1 = 0.96 Å, r2 = 1.50 Å and angle 150°, averaging the two lowest singlet A′ states in an active space of six electrons in four orbitals. Use weights (0.50, 0.50) and (0.75, 0.25) and θ = 30°.

Solution. Two core orbitals, three active a′ orbitals and one virtual orbital give 2·3 + 2·1 + 3·1 = 11 parameters; the single a″ orbital is active and has no partner of its symmetry. The singlet A′ spaces have dimension 7 (CAS) and 126 (FCI), and the program asserts that all CAS eigenvalues and the lowest FCI ones agree with an independent code. The minimal basis serves to display the theorems and is not a description of the water spectrum. Five decimals are carried only so that differences can be followed.

FCI gives E_1 = −2037.10185 eV and E_2 = −2032.53334 eV, a gap of 4.56852 eV. With increasing weights (0.25, 0.75), the exchange of part (c) lowers the sum by 0.5 × 4.56852 = 2.28426 eV.

For equal weights ε_1 = −2036.33516 eV and ε_2 = −2031.89817 eV. They lie 0.76669 eV and 0.63517 eV above the FCI levels, and the margin in (2) is their mean, 0.70093 eV (0.025759 hartree). The rotation moves each diagonal element by the gap times sin²30°, 4.43698 × 0.25 = 1.10925 eV, to −2035.22591 eV and −2033.00742 eV. E_SA stays at −2034.11666 eV, and the orbital gradient norm after rotation is 1.39 × 10⁻¹¹ eV/rad, zero within the convergence threshold. The rotated second state lies 0.47408 eV below the FCI value E_2: principle (2) bounds the weighted sum and not its single terms.

For weights (0.75, 0.25), with reoptimized orbitals, ε_1 = −2036.34680 eV and ε_2 = −2031.87854 eV, which are 0.75505 eV and 0.65480 eV above FCI. The margin is 0.75 × 0.75505 + 0.25 × 0.65480 = 0.72999 eV (0.026827 hartree). Equation (5) with h_12 = 0 gives

ΔE_SA = 0.5 × 4.46826 eV × 0.25 = 0.55853 eV (0.020526 hartree),

equal to the direct evaluation, and the orbital gradient norm rises from zero to 0.672 eV/rad. In the output the rotated ⟨H⟩_1 coincides with the unrotated E_SA, −2035.22973 eV. This is an accident of the chosen angle: ⟨H⟩_1′ = cos²θ ε_1 + sin²θ ε_2, and sin²30° = 0.25 = w_2.

Changing the weights moved ε_1 by x = −0.01164 eV and ε_2 by y = +0.01963 eV. These signs follow if each orbital set is the better one for its own functional, that is ½x + ½y ≥ 0 and ¾x + ¼y ≤ 0. The first gives y ≥ −x, the second then gives ½x ≤ ¾x + ¼y ≤ 0, so x ≤ 0 ≤ y. The numbers satisfy both inequalities, with +0.0040 eV and −0.0038 eV. The lowest orbital Hessian eigenvalues, 7.5 and 5.5 eV/rad², establish local minima in the 11 symmetry-preserving parameters; global minimality was not examined, and the positive margins do not depend on it. Relative to the FCI gap in the same basis, the two CASSCF gaps are low by 0.13 eV and 0.10 eV.

(h) Let ε_1 and ε_2 become degenerate at a geometry R_0. How do the equal-weight and unequal-weight sums behave as functions of geometry near R_0?

Solution. For w_1 + w_2 = 1,

w_1ε_1 + w_2ε_2 = ½(ε_1 + ε_2) − ½(w_1 − w_2)(ε_2 − ε_1),   (6)

as collecting coefficients shows: ε_1 carries ½ + ½(w_1 − w_2) = w_1 and ε_2 carries ½ − ½(w_1 − w_2) = w_2. Assume ε_3 stays separated from ε_2. A fixed contour in the complex plane, run counterclockwise, then encloses ε_1 and ε_2 and no other eigenvalue for all nearby R and κ, and

P = (1/2πi) ∮ (z − H)⁻¹ dz

is the two-state projector, since each enclosed eigenvalue contributes its own projector as residue. On the contour z − H is invertible and its inverse is a smooth function of the matrix elements, so P and ε_1 + ε_2 = Tr(PH) are smooth in R and κ, even where the separate eigenvectors are not. If the orbital Hessian of the mean is nonsingular, the implicit function theorem applied to g(κ, R) = 0 makes the equal-weight orbitals smooth in R as well. The equal-weight SA-CASSCF energy is therefore smooth through the degeneracy. The argument does not apply if a third state reaches the pair or the Hessian becomes singular.

Applying P(R) to two basis vectors at R_0 and orthonormalizing gives a smooth basis with a smooth real 2 × 2 matrix h, whose eigenvalues differ by

ε_2 − ε_1 = √[(h_11 − h_22)² + 4h_12²].

Both h_11 − h_22 and h_12 vanish at R_0, so each is a linear form in the displacement plus terms of second order. The linear forms can vanish along some directions, as for the two components of a Π state of a linear molecule on bending (the Renner-Teller case), where the gap grows quadratically and there is no kink. When the two linear forms are independent the gap is a cone. Along a coordinate x with h_12 = 0 and h_11 − h_22 = s x to leading order, the gap is |s||x|. If the mean has slope m, (6) has slope m + ½(w_1 − w_2)|s| for x < 0 and m − ½(w_1 − w_2)|s| for x > 0, a jump of

−(w_1 − w_2)|s|.   (7)

Equation (7) refers to eigenvalues computed with orbitals that vary smoothly with R and make the pair degenerate at R_0, such as the equal-weight orbitals. It is not derived for orbitals reoptimized with unequal weights, whose local minima in general cannot lie exactly at a degeneracy, as shown at the end of (i). The same reasoning applies to FCI levels, so the minimum in (2) itself has this kink at a true crossing with s ≠ 0.

(i) Locate the Σ⁺/Π intersection of linear H–O–H in r2 with equal weights, same basis and active space and r1 = 0.96 Å, and check (h). Determine how the (0.75, 0.25) orbital gradient depends on θ there.

Solution. The atoms lie in the xy plane with the linear molecule along x. The two A′ states are Σ⁺ and the in-plane Π component, told apart by the active occupation of the oxygen 2p_y orbital, 1.9972 and 1.0000. Under the reflection y → −y, Σ⁺ is even, this Π component is odd and the bend coordinate changes sign. Hence h_ΣΠ is odd in the bend and vanishes on the linear path, while the diagonal elements are even in the bend.

The signed gap E_Σ − E_Π vanishes at r2 = 1.384 Å, with slope s = 14.412 eV/Å. Both values belong to this basis and active space and are not converged for water: FCI in STO-3G puts the crossing at 1.369 Å, and the same state averaging in 6-31G or cc-pVDZ puts it near 1.53 to 1.54 Å with a slope near 10 eV/Å (comparison values, not in the output). The third singlet A′ state is 15.0 eV higher in this small space and the lowest orbital Hessian eigenvalue is 5.7 eV/rad², so both conditions of (h) hold within the A′ block. The out-of-plane Π component is degenerate with the pair here, but it has A″ symmetry and does not couple to the A′ states as long as the orbitals keep the reflection in the molecular plane. One-sided differences with step 0.002 Å give the slope of the mean as 0.980 eV/Å from both sides. For the (0.75, 0.25) sum, ½(w_1 − w_2)|s| = 0.25 × 14.412 = 3.603 eV/Å predicts 0.980 + 3.603 = 4.583 and 0.980 − 3.603 = −2.623 eV/Å, as computed, and the jump of −7.206 eV/Å matches (7). This sum is evaluated at the equal-weight orbitals; no unequal-weight reoptimization near the crossing was done. Bending by 0.5° and 1.0° opens gaps of 0.08324 eV and 0.16648 eV, in ratio 2 as a linear gap requires, while the slope of the mean along the bend is −1.5 × 10⁻⁸ eV/deg, consistent with zero. Symmetry alone makes the mean even in the bend, which also holds for the gap with its nonzero one-sided slope; the slope vanishes because the mean is both even and, by (h), smooth.

For the gradient take ψ_1 = Σ⁺ and ψ_2 = Π at θ = 0, and call g_Σ, g_Π and g_ΣΠ the values of (3) on ρ_11, ρ_22 and X/2. Equal-weight stationarity gives g_Π = −g_Σ, so g(0) = (w_1 − w_2) g_Σ and g_Π − g_Σ = −2g_Σ. Equation (4) with 1 − 2 sin²θ = cos2θ yields

g(θ) = (w_1 − w_2)[g_Σ cos2θ + g_ΣΠ sin2θ].

Thus g(90°) = −g(0), which the program asserts together with the constancy of the energy in θ and the vanishing of the equal-weight gradient. Both norms are 1.5086 eV/rad and their difference has norm 2 × 1.5086 = 3.0172 eV/rad. At 45° the norm is 0.4104 eV/rad. For orbital spaces that are closed under the reflection, g_Σ comes from an even density and has components only along even (σ–σ) rotations, while g_ΣΠ comes from an odd one and lies along σ–π rotations, so the two are orthogonal. This predicts |g(0) − g(45°)| = √(1.5086² + 0.4104²) = 1.5634 eV/rad, the printed value. At the degeneracy the unequal-weight functional has no unique orbital gradient.

A further consequence follows from first-order degenerate perturbation theory and was not tested numerically. At any degenerate point, an orbital step κ changes h_11 − h_22 by (g_11 − g_22)·κ and h_12 by g_12·κ, so the gap becomes G(κ) = √{[(g_11 − g_22)·κ]² + 4(g_12·κ)²}, which is even in κ. By (6) the weighted sum changes by μ·κ − ½(w_1 − w_2)G(κ), with μ the gradient of the mean. The changes for κ and −κ add to −(w_1 − w_2)G(κ), so one of them is negative whenever G(κ) > 0. A local minimum of the unequal-weight functional therefore cannot have ε_1 = ε_2 unless g_11 = g_22 and g_12 = 0. In the present case μ = 0 and g_Σ ≠ 0, so the (0.75, 0.25) functional decreases to first order for both signs of a step along g_Σ, and it does so by opening the gap at the geometry where equal weights place the intersection. The argument excludes only exact degeneracy at a local minimum. It sets no lower bound on the gap and does not make the reoptimized energy smooth in the geometry, since descent in both directions allows two separate minima, one with each state below.

Computed values

```
hartree = 27.211386 eV
r1 = 0.96 angstrom
(a) r2 = 1.50 angstrom, angle = 150.0 deg, theta = 30.0 deg
singlet A' dimensions: CAS = 7, FCI = 126; orbital parameters = 11
FCI E1 = -2037.10185 eV
FCI E2 = -2032.53334 eV
FCI gap = 4.56852 eV
increasing weights (0.25,0.75): swap lies below sum w E by = 2.28426 eV
[eq] weights = 0.50, 0.50
[eq] eps1 = -2036.33516 eV, eps2 = -2031.89817 eV, gap = 4.43698 eV
[eq] E_SA = -2034.11666 eV, sum w E_FCI = -2034.81760 eV
[eq] GOK margin = 0.70093 eV = 0.025759 hartree
[eq] lowest orbital Hessian eigenvalue = 7.493 eV/rad^2
[eq] rotated <H>1 = -2035.22591 eV, <H>2 = -2033.00742 eV
[eq] rotated <H>2 minus FCI E2 = -0.47408 eV
[eq] dE_SA direct = 0.00000 eV, formula = 0.00000 eV = 0.000000 hartree
[eq] orbital gradient norm after rotation = 1.39e-11 eV/rad
[un] weights = 0.75, 0.25
[un] eps1 = -2036.34680 eV, eps2 = -2031.87854 eV, gap = 4.46826 eV
[un] E_SA = -2035.22973 eV, sum w E_FCI = -2035.95972 eV
[un] GOK margin = 0.72999 eV = 0.026827 hartree
[un] lowest orbital Hessian eigenvalue = 5.511 eV/rad^2
[un] rotated <H>1 = -2035.22973 eV, <H>2 = -2032.99560 eV
[un] rotated <H>2 minus FCI E2 = -0.46227 eV
[un] dE_SA direct = 0.55853 eV, formula = 0.55853 eV = 0.020526 hartree
[un] orbital gradient norm after rotation = 6.72e-01 eV/rad
(b) crossing r2 at 180 deg = 1.38383 angstrom
mean energy = -2034.24421 eV
residual gap = 1.9e-12 eV
eps3 - eps2 = 14.9983 eV
lowest orbital Hessian eigenvalue = 5.684 eV/rad^2
in-plane pi occupation: Sigma = 1.9972, Pi = 1.0000
step in r2 = 0.002 angstrom
slope of E_Sigma - E_Pi = 14.4122 eV/angstrom
[eq] slope left = 0.9800, right = 0.9800 eV/angstrom
[eq] jump = -0.0000, predicted = 0.0000 eV/angstrom
[un] slope left = 4.5830, right = -2.6231 eV/angstrom
[un] jump = -7.2061, predicted = -7.2061 eV/angstrom
gap at bend 0.5 deg = 0.08324 eV, 1.0 deg = 0.16648 eV
slope of the mean along bend = -1.5e-08 eV/deg
[un] gradient norm at crossing, theta 0 deg = 1.5086 eV/rad
[un] gradient norm at crossing, theta 45 deg = 0.4104 eV/rad
[un] gradient norm at crossing, theta 90 deg = 1.5086 eV/rad
[un] |grad(0) - grad(90)| = 3.0172 eV/rad
[un] |grad(0) - grad(45)| = 1.5634 eV/rad
```
